# Why smoothly blended conservative forces can do work round a loop

Carry one silicon atom round a small closed path near two others, and let a smooth blend of two force models act on it. When it is back where it started, the forces have done $+0.867$ eV of work. Either model alone would have done none. Nothing jumps along the path, and no friction has been included. Where does the energy come from?

## The belief and its appeal

In a collision cascade, atoms meet at distances where a potential fitted to the crystal cannot be trusted. A repulsive potential is better suited to the close encounter, and a bonding potential to what follows. A natural way to join them is to mix their forces,

$$
\mathbf F=w\,\mathbf F_A+(1-w)\,\mathbf F_B,\qquad 0\le w\le1,
$$

with a weight $w$ that varies smoothly with the atomic positions. The belief is that if $\mathbf F_A$ and $\mathbf F_B$ each conserve energy, so does $\mathbf F$.

The belief has a sound core. For constant $w$, the blend is minus the gradient of $wU_A+(1-w)U_B$. Smoothness also does real good, because a jump in the force harms numerical integration. But a force can be smooth without being a gradient.

## What the blend does round a loop

Let $R$ stand for all atomic coordinates, with components $R_a$. The nuclei are classical, the forces depend on positions only, and all functions are smooth enough to differentiate as needed. Define

$$
\Delta=U_A-U_B,\qquad \mathbf G=\mathbf F_A-\mathbf F_B=-\nabla\Delta .
$$

Then

$$
\mathbf F=\mathbf F_B+w(\mathbf F_A-\mathbf F_B)=-\nabla U_B-w\nabla\Delta .
$$

The work done on the atoms round a closed path is

$$
W=\oint\mathbf F\cdot d\mathbf R=-\oint dU_B-\oint w\,d\Delta .
$$

The first integral vanishes because $U_B$ returns to its starting value. So does $w\Delta$, which gives $0=\oint d(w\Delta)=\oint w\,d\Delta+\oint\Delta\,dw$. Hence

$$
W=\oint\Delta\,dw .
$$

This is a signed area in the plane with $w$ and $\Delta$ as axes. If the atoms enter the blend with one value of $\Delta$ at each $w$ and leave with another, the area is generally not zero. Adding a constant $c$ to $\Delta$ changes nothing, since $\oint c\,dw=0$: the work does not depend on how the two energy zeros are aligned.

The local form follows by differentiating $F_a=-\partial_aU_B-w\,\partial_a\Delta$:

$$
\partial_bF_a=-\partial_b\partial_aU_B-(\partial_bw)(\partial_a\Delta)-w\,\partial_b\partial_a\Delta .
$$

Subtract the same expression with $a$ and $b$ exchanged. The second derivatives cancel, and with $G_a=-\partial_a\Delta$,

$$
\partial_bF_a-\partial_aF_b=G_a\,\partial_bw-G_b\,\partial_aw .
$$

All these components vanish if and only if $\nabla w$ and $\nabla\Delta$ are parallel, a zero gradient counting as parallel. On a simply connected region, vanishing curl is equivalent to the existence of a potential. That is the condition the belief leaves out.

## Three silicon atoms

Take model $A$ to be the Ziegler-Biersack-Littmark (ZBL) potential, a screened Coulomb repulsion summed over pairs. Take model $B$ to be the Stillinger-Weber potential for silicon, which has a pair part and a three-body part

$$
U_3=\lambda\varepsilon\sum_i\sum_{j<k}h(r_{ij})\,h(r_{ik})\left(\cos\theta_{jik}+\tfrac13\right)^2 .
$$

Here $j,k\ne i$, $\theta_{jik}$ is the angle at atom $i$, $h$ is a smooth function that falls to zero at a cutoff, and $\lambda\varepsilon$ sets the strength. Both models vanish at infinite separation.

Atom 1 is held at the origin and atom 3 at the Stillinger-Weber bond length, 0.235 nm, along the $x$ axis. Atom 2 moves in the $xy$ plane with polar coordinates $(r,\theta)$, so $r=r_{12}$. The common weight is

$$
w=1-t^3(10-15t+6t^2),\qquad t=\frac{r-0.10\ \text{nm}}{0.08\ \text{nm}},
$$

for $0\le t\le1$. Nearer than 0.10 nm the force is pure ZBL; beyond 0.18 nm it is pure Stillinger-Weber. Since $dw/dt=-30t^2(1-t)^2$, both the slope and the curvature of $w$ vanish at the two ends.

The path runs counterclockwise between $\theta_1=70^\circ$ and $\theta_2=110^\circ$. The work on its four legs is:

- outer arc, $\theta_1$ to $\theta_2$, pure Stillinger-Weber: $+1.2705$ eV
- inward at $\theta_2$, through the blend: $-51.5727$ eV
- inner arc, $\theta_2$ to $\theta_1$, pure ZBL: $-1.0613$ eV
- outward at $\theta_1$, through the blend: $+52.2307$ eV

The sum is $0.8672$ eV, or $1.389\times10^{-19}$ J. The arcs are ordinary potential differences. On the outer one, for example, the Stillinger-Weber energy falls from $-0.3576$ to $-1.6281$ eV, which releases $1.2705$ eV. The large radial terms nearly cancel, but what they leave does not balance the arcs.

The curl shows the same thing at a point. In the plane,

$$
\omega=\partial_xF_y-\partial_yF_x=G_y\,\partial_xw-G_x\,\partial_yw .
$$

Because $w$ depends on $r$ alone, $\partial_xw=w'\cos\theta$ and $\partial_yw=w'\sin\theta$. Therefore

$$
\omega=w'(r)\,(G_y\cos\theta-G_x\sin\theta)=w'(r)\,G_\theta .
$$

At $r=0.14$ nm and $\theta=90^\circ$, $w'=-23.4375\ \text{nm}^{-1}$ and $G_\theta=-10.5017$ eV/nm. Their product is $246.13$ eV/nm². Direct differencing of the blended force gives the same value, and integrating the differenced curl over the enclosed area returns $0.8672$ eV, as Stokes' theorem requires.

## Why more smoothness is no cure

Put $G_\theta=-(1/r)\,\partial\Delta/\partial\theta$ into the area integral:

$$
W=\int_{\theta_1}^{\theta_2}\!\!\int w'G_\theta\,r\,dr\,d\theta
=\int[-w'(r)]\,D(r)\,dr,
$$

$$
D(r)=\Delta(r,\theta_2)-\Delta(r,\theta_1).
$$

The factor $r$ has cancelled. Since $w$ falls from 1 to 0 across the blend, $-w'$ is non-negative and integrates to 1. The loop work is thus a weighted average of $D$. Changing the width or shape of the switch changes the averaging; it does not make $D$ vanish.

With the midpoint held at 0.14 nm, and the arcs always placed at the edges of the blend, widths of 0.08, 0.04 and 0.01 nm give $0.867$, $0.906$ and $0.919$ eV. The sharp-switch limit is $D(0.14\ \text{nm})=0.920$ eV. The wider blend gives slightly less because it averages in smaller values: the corner energies give $D=0.66$ eV at 0.10 nm and $0.51$ eV at 0.18 nm.

The work does vanish in some cases. It is zero if the path stays where $w$ is constant, if the atom retraces its path, or if the two angles coincide. For a small loop of area $S$ it is approximately $\omega S$, so a short test path may show very little.

## What the third atom contributes

The pair energy of atoms 1 and 2 depends on $r$ alone and cancels from $D$. The pair energy of atoms 1 and 3 is constant on this path. What remains is the pair 2-3 and the three-body energy, which contribute $-2.568$ and $+3.435$ eV.

The pair contribution shows that a three-body potential is not needed for failure. The common weight $w(r_{12})$ also multiplies the force between atoms 2 and 3, and so makes that force depend on where atom 1 is.

Pair forces can be blended safely if each is weighted by its own distance. If $f_A(r)$ and $f_B(r)$ are the radial forces of one pair, then $f(r)=s(r)f_A(r)+[1-s(r)]f_B(r)$ is again a function of that distance alone. It has the pair potential $\phi(r)=-\int_{r_0}^{r}f(r')\,dr'$, with $r_0$ any reference distance. On the same loop, with a switch wide enough to act on both moving pairs, the computed work was $7\times10^{-15}$ eV, which is rounding error.

Now suppose the pairs are treated in this safe way, but the three-body force is faded out by the factor $1-w(r_{12})$. Its loop work is

$$
W_3=-\oint(1-w)\,dU_3=\oint w\,dU_3=-\oint U_3\,dw=3.435\ \text{eV}.
$$

The second equality uses $\oint dU_3=0$, the third $\oint d(wU_3)=0$. On this loop the partial repair is worse than the original blend, because the negative pair contribution no longer offsets the three-body one. Leaving the three-body force at full strength would be conservative, since both parts would then have potentials. Whether that force is accurate at short range is a separate question.

There is a second exception. If $w=f(\Delta)$, then

$$
\mathbf F=-\nabla\left[U_B+\int^{\Delta}f(u)\,du\right].
$$

A logistic function of $\Delta$, ranging from 0.334 to 0.908 along the path, gave $1.4\times10^{-14}$ eV of work. Position dependence alone is therefore not the fault; what matters is its direction relative to $\nabla\Delta$.

## Separate weights for separate atoms

Some blends give each atom its own weight. Let $w_a$ be the weight of the atom to which coordinate $a$ belongs, so that $F_a=F_{B,a}+w_aG_a$. The product rule gives

$$
\partial_bF_a-\partial_aF_b=(w_a-w_b)K_{ab}+G_a\,\partial_bw_a-G_b\,\partial_aw_b,
$$

where $K_{ab}=\partial_bG_a=-\partial_a\partial_b\Delta$ is symmetric. The first term survives even when the weights are constants, provided that they differ and $K_{ab}\ne0$.

As an example, put atom 2 at $r=0.15$ nm and $\theta=80^\circ$, with weights $0.972$, $0.964$ and $0.633$ built from a wider distance switch. The largest curl component is 173.7 eV/nm². With the weights frozen at these values it is 221.6 eV/nm², so here the weight gradients reduce the largest component rather than create it.

Momentum suffers too. Each model's internal forces sum to zero, but $\sum_iw_i\mathbf G_i$ need not when the weights differ. In this configuration the three atoms feel a total force of 4.19 eV/nm. One common weight multiplies a sum that is already zero, so it conserves momentum even when it fails to conserve energy.

## What a collision shows

A moving atom need not complete a closed path for the fault to appear. Let $T$ be the kinetic energy and define $H=T+U_B+w\Delta$. Newton's equation gives

$$
\frac{dT}{dt}=\mathbf F\cdot\dot{\mathbf R}=-\frac{dU_B}{dt}-w\frac{d\Delta}{dt}.
$$

Adding the derivatives of $U_B$ and $w\Delta$ leaves

$$
\frac{dH}{dt}=\Delta\,\frac{dw}{dt}.
$$

If $w=0$ before and after the encounter, $H$ equals $T+U_B$ at both times. That energy has then changed by $\int\Delta\,dw$.

In 24 simulated collisions, atom 2 approached with 100 eV while atoms 1 and 3 were initially at rest at the bond length. The bond directions, all in the forward half-space, and the impact points were drawn at random. The root-mean-square energy change was 0.275 eV, with extremes of $-0.609$ and $+0.594$ eV. The mean, $+0.061$ eV, is about one standard error from zero, but 24 runs are too few to settle either the mean or the spread. Extending the sample to 400 collisions drawn in the same way gives a mean of $+0.26\pm0.03$ eV, a root-mean-square change of 0.58 eV, and extremes of $-0.84$ and $+2.60$ eV. Single collisions gain or lose energy, but for this blend and this set of collisions there is a net heating.

Halving the time step from 0.08 to 0.04 fs shifted the individual changes by only 0.00004 eV, root mean square. The error belongs to the force law, not to the integrator. Time reversal does not reveal it either. Because the forces depend on positions alone, reversing the velocities sends the atoms back along their path, and $\int\Delta\,dw$ changes sign. The reversed runs returned to their starting positions within $1.2\times10^{-15}$ nm.

## Blending energies instead

To guarantee a potential, define one first:

$$
U=wU_A+(1-w)U_B=U_B+w\Delta .
$$

Its force is

$$
-\nabla U=-\nabla U_B-w\nabla\Delta-\Delta\nabla w .
$$

The last term is what force blending leaves out. With it, the loop work fell to $7\times10^{-15}$ eV. In the same 24 collisions, the root-mean-square energy change was 0.000057 eV at the longer time step and 0.000006 eV at the shorter one. Here the remaining error does shrink with the step.

This has a price. Adding a constant $c$ to $\Delta$ now adds a force $-c\nabla w$. At $r=0.14$ nm, each 1 eV of misalignment between the energy zeros produces 23.4 eV/nm on atom 2. The zeros must be aligned deliberately, and even then conservation does not make the forces in the blend accurate.

## How this bears on a silicon cascade

An energy of 100 eV is a reasonable size for a secondary recoil in silicon, while the blend limits are round choices. A real crystal breaks the assumption of three isolated atoms. Adding two fixed tetrahedral neighbours of atom 1, placed so that the fourth tetrahedral direction lies in the plane of the loop at $109.5^\circ$, raises the loop work from 0.867 to 1.082 eV. This is not converged: with the surrounding diamond lattice held fixed and the site of atom 2 left empty, the work is 2.78 eV for 16 fixed atoms and 2.90 eV for 158, more than three times the three-atom value. The motion of the neighbours was not included. The common weight also replaces the bond between atoms 1 and 3 by ZBL repulsion during a close encounter, a severe choice that a pair-by-pair blend avoids if its switch ends below the bond length. The wide pair switch used above extends past that length, so it would still weaken the bond.

Electronic stopping, estimated with the Lindhard-Scharff formula, is 8.8 eV/nm at the initial speed. Keeping that speed over 0.16 nm, the length of one inward and one outward crossing, would cost 1.4 eV. This is only a rough estimate: the atom slows down inside the blend, and the formula itself is rough at this energy. The loss is comparable with the loop work, but it is a physical drag, whereas the blending error can have either sign; one does not correct the other. The classical mean thermal kinetic energy per atom at 300 K is 0.039 eV. Zero-point motion raises the actual value somewhat, but it remains far below the loop work. The de Broglie wavelength at 100 eV, $5.4\times10^{-4}$ nm, is small beside the 0.08 nm blend, which supports the classical treatment. Both potentials are approximate fitted forms, so 0.867 eV measures this blend on this path, not a property of silicon; merely rounding the ZBL constants to four digits moves 0.8672 to 0.8675 eV.

The energy gained on the loop therefore has a definite source: the atom enters the blend at one angle and leaves at another, and the difference between the two models has changed in between. The remaining computed values are in the numerical output.

## Computed results

```
Bond length 1-3: 0.23517 nm; ZBL length 0.01277 nm
Blend limits: 0.10 to 0.18 nm
Corner energies: r (nm), angle (deg), U_ZBL, U_SW (eV)
  0.18 70 5.9700 -0.3576
  0.18 110 5.2113 -1.6281
  0.10 70 53.4134 76.2939
  0.10 110 52.3521 74.5706
Work, outer arc 70 to 110 deg (SW): 1.2705 eV
Work, inward at 110 deg (blend): -51.5727 eV
Work, inner arc 110 to 70 deg (ZBL): -1.0613 eV
Work, outward at 70 deg (blend): 52.2307 eV
Loop work from forces: 0.86722 eV = 1.3894e-19 J
Loop work from area, energies only: 0.86722 eV
Loop work from surface integral of curl: 0.86722 eV
Shift on doubling quadrature nodes: 7.1e-15 eV
Three-body share: 3.4348 eV
Pair share: -2.5676 eV
At r = 0.14 nm, angle 90 deg:
  dw/dr = -23.4375 1/nm; G_theta = -10.5017 eV/nm
  curl by differences = 246.134 eV/nm^2
  curl by formula = 246.134 eV/nm^2
Loop work, own-distance pair weights: 7.1e-15 eV
Loop work, w = f(Delta): 1.4e-14 eV
  range of that w: 0.334 to 0.908
Loop work, energy blending: 7.1e-15 eV
Extra force per 1 eV zero offset, r = 0.14 nm: 23.44 eV/nm
Blend width 0.08 nm: loop work 0.8672 eV
Blend width 0.04 nm: loop work 0.9062 eV
Blend width 0.01 nm: loop work 0.9189 eV
Sharp-switch limit at 0.14 nm: 0.9198 eV
Atomic weights at r = 0.15 nm, 80 deg: [0.972  0.9644 0.6332]
  largest curl entry, full: 173.7 eV/nm^2
  same, frozen weights: 221.6 eV/nm^2
  total force, atomic weights: 4.190 eV/nm
  total force, one common weight: 1.8e-14 eV/nm
Collisions: 24 at 100 eV; completed blend: 24
Speed 0.02621 nm/fs; time steps 0.08, 0.04 fs
Force blend, energy change: mean 0.0606 eV
  rms 0.2752, min -0.6090, max 0.5939 eV
  rms shift on halving time step: 0.00004 eV
  largest mismatch with sum of Delta dw: 0.00005 eV
Energy blend, rms change: 0.000057 eV (long step)
  0.000006 eV (half step)
Reversed runs, largest return error: 1.2e-15 nm
Loop work with two more neighbours: 1.0819 eV
Electronic stopping, rough: 8.81 eV/nm
  over 0.16 nm: 1.41 eV
Thermal energy 3kT/2 at 300 K: 0.0388 eV
De Broglie wavelength at 100 eV: 5.42e-04 nm
```
